\section*{Hyperfine anomaly from s and p constants without nuclear moments}

\section{Problem}

A hydrogenlike ion with nuclear charge $Z=80$ has two isotopes, $a$ and $b$. Their magnetic hyperfine constants in the states $2s_{1/2}$ and $2p_{1/2}$ are
\begin{align*}
A_s^a&=36498.784\ \text{GHz}, & A_s^b&=14691.258\ \text{GHz},\\
A_p^a&=12461.727\ \text{GHz}, & A_p^b&=4992.403\ \text{GHz}.
\end{align*}
The nuclear moments are unknown. The charge of isotope $a$ is a uniform sphere of root-mean-square (rms) radius $5.45$ fm.

These are model data, computed from the Dirac equation to first order in the hyperfine interaction, without radiative corrections or nuclear recoil. The nuclear parameters behind them are withheld until the final comparison.

Let $g$ be the nuclear moment in nuclear magnetons divided by the nuclear spin. For a point nucleus $A_k$ would be $g$ times a factor common to both isotopes. For extended nuclei the anomaly $\Delta_k$ of state $k$ is defined by
\begin{equation}
\frac{A_k^a}{A_k^b}=\frac{g_a}{g_b}(1+\Delta_k),\qquad k=s,p .
\label{def}
\end{equation}
It contains the effects of both the charge and the magnetization distributions.

(a) Find a measure of the difference between $\Delta_s$ and $\Delta_p$ that needs no moments. (b) What further information gives $\Delta_s$ itself? Obtain it from electronic theory, and find $\Delta_s$ and $g_a/g_b$. (c) How do errors in the data and in the theory enter?

Atomic units are used, with $c=1/\alpha$ and $E$ measured without the rest energy.

\section{First estimate by scaling}

Divide one isotope ratio by the other:
\begin{equation}
D=\frac{A_s^a/A_s^b}{A_p^a/A_p^b}=\frac{1+\Delta_s}{1+\Delta_p}.
\label{double}
\end{equation}
The factor $g_a/g_b$ cancels. For small anomalies $D-1\simeq\Delta_s-\Delta_p$. One equation cannot fix two unknowns, so we estimate $\eta=\Delta_p/\Delta_s$.

The hyperfine energy is proportional to $I=\int_0^\infty PQ\,r^{-2}dr$, where $P$ and $Q$ are the large and small radial functions. Spreading the magnetization changes the integrand only inside the nucleus. There the $s$ state has $P\simeq P'(0)r$, and the potential generates a $Q$ proportional to $V P'(0)r^2/c$. In the $p_{1/2}$ state the roles are exchanged: $Q\simeq Q'(0)r$ generates $P$. The local products therefore have the ratio $-Q'(0)^2/P'(0)^2$, if $2c^2$ is neglected beside $|V|$. Dividing by the total integrals gives
\begin{equation}
\eta\sim-\frac{Q'(0)^2}{P'(0)^2}\,\frac{I_s}{I_p}.
\label{scale}
\end{equation}

To lowest order in $Z\alpha$ we use nonrelativistic functions and $Q=(P'+\kappa P/r)/(2c)$, with $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$. For $2s$, $P'(0)^2=Z^3/2$. Since $PP'/r^2=(P^2/2r^2)'+P^2/r^3$, the $P^2/r^3$ terms cancel and
\[
I_s=\frac1{2c}\left[\frac{P^2}{2r^2}\right]_0^\infty
=-\frac{P'(0)^2}{4c}=-\frac{Z^3}{8c}.
\]
For $2p$, $P=\beta r^2e^{-Zr/2}$ with $\beta^2=Z^5/24$. The boundary term now vanishes and the other two terms add:
\[
I_p=\frac1c\int_0^\infty\frac{P^2}{r^3}dr
=\frac{\beta^2}{c}\int_0^\infty r e^{-Zr}dr=\frac{Z^3}{24c}.
\]
Near the origin $Q=(2\beta r+\beta r)/(2c)$, so $Q'(0)^2=9\beta^2/(4c^2)=3Z^5\alpha^2/32$. Equation (\ref{scale}) becomes
\begin{equation}
\eta\sim\frac{3(Z\alpha)^2}{16}\times3=\frac{9}{16}(Z\alpha)^2\simeq0.19,
\label{etascale}
\end{equation}
with $Z\alpha\simeq0.584$. The data give $D-1=-0.471\%$, hence
\[
\Delta_s\sim\frac{D-1}{1-\eta}\simeq\frac{-0.471\%}{0.81}\simeq-0.58\%.
\]
This fixes the size but not the second digit. Two things were dropped: higher orders in $Z\alpha$, which matter most here, and $2c^2$ beside $|V|$. The latter is about $4\%$ at the centre of this nucleus but grows for light nuclei, to about $30\%$ for $Z=5$ and a charge rms radius of $2.4$ fm. At small $Z$, (\ref{etascale}) therefore becomes accurate only with the extra factor $1+2c^2/|V(0)|$.

\section{Exact solution}

\subsection{What the four constants determine}

Subtracting one from (\ref{double}) gives the differential anomaly
\begin{equation}
\delta=D-1=\frac{\Delta_s-\Delta_p}{1+\Delta_p}.
\label{delta}
\end{equation}
This follows from (\ref{def}) without expansion and answers (a). It assumes that second-order hyperfine shifts have been removed from measured constants.

For (b), put $\Delta_p=\eta\Delta_s$ in (\ref{double}). Then $D+\eta D\Delta_s=1+\Delta_s$, and collecting $\Delta_s$ gives
\begin{equation}
\Delta_s=\frac{D-1}{1-\eta D},\qquad
\frac{g_a}{g_b}=\frac{A_s^a/A_s^b}{1+\Delta_s}.
\label{extract}
\end{equation}
The algebra is exact; the accuracy rests on $\eta$. If $\eta\to0$, the $p$ state is an anomaly-free reference and $\Delta_s=D-1$. If $\eta D\to1$, both states respond alike and the method loses its signal.

\subsection{The hyperfine integral}

Let the nuclear magnetization be a spherical distribution of parallel dipoles with total moment $\boldsymbol\mu$. This is a model: orbital currents and a nonspherical spin density, present in real nuclei, are left out. Each dipole contributes a vector potential of the form $\boldsymbol\mu\times(\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|^3$. The sum is $\boldsymbol\mu$ crossed into the inverse-square field of a spherical density, so by Gauss's law
\[
\mathbf A=\alpha^2F(r)\,\frac{\boldsymbol\mu\times\mathbf r}{r^3},
\]
where $F(r)$ is the fraction of the dipole distribution inside $r$. The electron has charge $-1$, so the interaction is $c\,\boldsymbol\alpha\cdot\mathbf A$. With $\boldsymbol\mu=g(m_e/2m_p)\mathbf I$ and $\mathbf n=\mathbf r/r$,
\[
h=\frac{\alpha g}{2}\frac{m_e}{m_p}\frac{F}{r^2}\,
\mathbf I\cdot(\mathbf n\times\boldsymbol\alpha).
\]
Here $\mathbf I$ is the nuclear spin. The electron state has upper part $P\Omega_\kappa/r$ and lower part $iQ\Omega_{-\kappa}/r$, where $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$ and $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$. The two cross terms combine into a commutator:
\[
iPQ\,\Omega_\kappa^\dagger[\sigma_r,\mathbf n\times\boldsymbol\sigma]\Omega_\kappa
=-2PQ\,\Omega_\kappa^\dagger(\boldsymbol\sigma-\mathbf n\sigma_r)\Omega_\kappa .
\]
For $s_{1/2}$ the angular average of $\boldsymbol\sigma-\mathbf n\sigma_r$ is $\tfrac23\boldsymbol\sigma=\tfrac43\mathbf J$. For $p_{1/2}$ the spinor carries an extra $\sigma_r$, and $\sigma_r(\boldsymbol\sigma-\mathbf n\sigma_r)\sigma_r=-(\boldsymbol\sigma-\mathbf n\sigma_r)$ reverses the sign. Writing the energy as $A\,\mathbf I\cdot\mathbf J$ gives for both states
\begin{equation}
A=\frac{4\kappa}{3}\,\alpha g\frac{m_e}{m_p}\int_0^\infty\frac{PQF}{r^2}dr .
\label{A}
\end{equation}
Replacing $F$ by $1-(1-F)$, we have $A\propto gI(1+\varepsilon)$ with
\begin{equation}
\varepsilon=-\frac1I\int_0^\infty\frac{PQ}{r^2}(1-F)dr .
\label{eps}
\end{equation}
The magnetization enters only through $\varepsilon$. The charge distribution determines $I$ and, because it shapes $P$ and $Q$ inside the nucleus, also affects $\varepsilon$.

\subsection{The electronic ratio}

The radial equations are
\begin{equation}
P'=-\frac{\kappa}{r}P+\frac{E-V+2c^2}{c}Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P .
\label{dirac}
\end{equation}
Let $V_0$ be the potential at the centre. For $s_{1/2}$ insert $P=P'(0)r$ and $Q=qr^2$ in the second equation. It gives $2q=-q-(E-V_0)P'(0)/c$. For $p_{1/2}$ insert $Q=Q'(0)r$ and $P=pr^2$ in the first, which gives $2p=-p+(E-V_0+2c^2)Q'(0)/c$. Thus $PQ/r^2=Cr+\cdots$ in both states, with
\begin{equation}
C_s=-\frac{P'(0)^2(E_s-V_0)}{3c},\qquad
C_p=\frac{Q'(0)^2(E_p-V_0+2c^2)}{3c}.
\label{C}
\end{equation}
Integration by parts gives $\int_0^\infty(1-F)r\,dr=\tfrac12\int_0^\infty F'r^2dr=\tfrac12\langle r^2\rangle$, the average being over the magnetization. Therefore
\begin{equation}
\varepsilon_k\simeq-\frac{C_k}{2I_k}\langle r^2\rangle,\qquad
\eta_0=\frac{C_p/I_p}{C_s/I_s}.
\label{eta0}
\end{equation}
The unknown $\langle r^2\rangle$ has cancelled in $\eta_0=\varepsilon_p/\varepsilon_s$, so $\eta_0$ needs the charge radius but no magnetization data. To connect it with $\eta$, note that $A\propto gI(1+\varepsilon)$ gives, to first order in the small quantities, $\Delta_k\simeq(I_k^a/I_k^b-1)+\varepsilon_k^a-\varepsilon_k^b$. If $C_k/I_k$ is taken equal for the two isotopes, then $\varepsilon_k^a-\varepsilon_k^b\simeq-(C_k/2I_k)(\langle r^2\rangle_a-\langle r^2\rangle_b)$, whose $p/s$ ratio is again $\eta_0$. Setting $\eta=\eta_0$ further assumes that the charge part $I_k^a/I_k^b-1$ is small beside this or has a similar $p/s$ ratio. These assumptions are tested in the final comparison.

The next term of the expansion shows how nearly the magnetization data cancel in $\varepsilon_p/\varepsilon_s$. Let $x=r/R$, with $R$ the radius of the charged sphere, where $V=-Z(3-x^2)/(2R)$. Define $a_0=R(E-V_0)/c$, $b_0=a_0+2Rc$ and $a_2=Z\alpha/2$. The coefficients in (\ref{dirac}), multiplied by $R$, are $b_0-a_2x^2$ and $a_0-a_2x^2$. For $s_{1/2}$, normalized temporarily to $P=x+p_3x^3$, $Q=q_2x^2+q_4x^4$, equating powers gives
\[
q_2=-\frac{a_0}{3},\qquad p_3=\frac{b_0q_2}{2}=-\frac{a_0b_0}{6},\qquad
q_4=\frac{-a_0p_3+a_2}{5}.
\]
Hence $PQ/x^2=q_2x(1+d_sx^2+\cdots)$, where
\[
d_s=\frac{q_4}{q_2}+p_3
=-\frac{a_0b_0}{10}-\frac{3a_2}{5a_0}-\frac{a_0b_0}{6}
=-\frac{4a_0b_0}{15}-\frac{3a_2}{5a_0}.
\]
For $p_{1/2}$ the equations have $P$ and $Q$ exchanged, up to a sign, and $a_0$ exchanged with $b_0$. Thus $d_p=-4a_0b_0/15-3a_2/(5b_0)$. For a magnetization that lies inside the charged sphere, and since $\int(1-F)r^3dr=\langle r^4\rangle/4$,
\begin{equation}
\varepsilon_k\simeq-\frac{C_k}{I_k}\left[\frac{\langle r^2\rangle}{2}
+\frac{d_k\langle r^4\rangle}{4R^2}\right].
\label{moments}
\end{equation}
For isotope $a$, $d_s=-0.413$ and $d_p=-0.405$. The corrections to the two states nearly cancel in their ratio.

The origin of this is a symmetry. If $2c^2$ is dropped and $E$ is the same, the replacement $P\to Q$, $Q\to-P$, $\kappa\to-\kappa$ carries (\ref{dirac}) into itself. The product $PQ$ only changes sign, so its radial shape near the nucleus is common to both states. The mass term breaks the symmetry weakly inside this nucleus, as the closeness of $d_s$ and $d_p$ shows.

\subsection{Numbers}

The amplitudes and integrals in (\ref{eta0}) require bound-state solutions. Inside the sphere (\ref{dirac}) was solved by power series. Outside, it was integrated numerically outward from the surface and inward from large $r$, and $E$ was adjusted until the two solutions matched. For isotope $a$ this gives $\eta_0=0.2498$; the value $0.249835$ is carried in the arithmetic below. The last digit depends on the shape of the charge: a Fermi distribution with the same rms radius and a skin thickness of $2.3$ fm gives $0.2496$, which moves $\Delta_s$ by less than $0.001$ percentage points.

The ratios of the given constants are
\[
\frac{A_s^a}{A_s^b}=2.484388,\qquad
\frac{A_p^a}{A_p^b}=2.496138,\qquad D=0.995293 .
\]
Thus $\delta=-0.4707\%$. From (\ref{extract}),
\[
\Delta_s=\frac{-0.004707}{1-0.249835\times0.995293}
=\frac{-0.004707}{0.7513}=-0.627\%,
\]
and $\Delta_p=\eta_0\Delta_s=-0.157\%$. The moment ratio follows as
\[
\frac{g_a}{g_b}=\frac{2.484388}{1-0.006265}=2.5001 .
\]

For (c), let the four constants have independent relative errors $\sigma$. Their squares add in $D$, so its relative error is $2\sigma$. Differentiating (\ref{extract}),
\begin{align}
\frac{\partial\Delta_s}{\partial D}
&=\frac{(1-\eta D)+\eta(D-1)}{(1-\eta D)^2}
=\frac{1-\eta}{(1-\eta D)^2},\\
\frac{\partial\Delta_s}{\partial\eta}
&=\frac{D(D-1)}{(1-\eta D)^2}.
\label{slope}
\end{align}
With $\sigma=10^{-5}$ the data contribute
\[
2\sigma D\,\frac{1-\eta}{(1-\eta D)^2}
=2\times10^{-5}\times\frac{0.9953\times0.7502}{0.7513^2}
=2.6\times10^{-5},
\]
or $0.0026$ percentage points. An error of $5\%$ in $\eta$ contributes $0.010$ percentage points, which is $1.7\%$ of $\Delta_s$. At this data precision such a theoretical error would dominate.

\section{Comparison}

The scaling estimate gave $\eta\sim0.19$ and $\Delta_s\sim-0.58\%$; the Dirac solution gives $0.250$ and $-0.627\%$. The estimate of $\eta$ is low by about a quarter, but that of $\Delta_s$ by only about $7\%$, because $\eta$ enters through $1-\eta D$. Setting $\eta=0$ would have given $-0.471\%$, a quarter too small in magnitude.

The withheld parameters can now be used. The data were generated with $g_a=1.0$ and $g_b=0.4$, charge rms radii of $5.45$ and $5.40$ fm, and uniformly magnetized balls of rms radii $5.0$ and $4.0$ fm. The true ratio $g_a/g_b$ is $2.5$ and the true anomalies are $\Delta_s=-0.6245\%$ and $\Delta_p=-0.1545\%$. The extracted $\Delta_s$ is too large in magnitude by $0.3\%$ of its value. Both anomalies are negative because isotope $a$ has the larger magnetization and charge radii, each of which lowers $A$ here.

The remaining error can be traced. Equation (\ref{eps}), integrated numerically, gives
\begin{align*}
\varepsilon_s^a&=-1.699\%, & \varepsilon_s^b&=-1.145\%,\\
\varepsilon_p^a&=-0.4256\%, & \varepsilon_p^b&=-0.2866\%.
\end{align*}
Let $\chi_k=I_k^a/I_k^b-1$ be the anomaly that the charge radii would give for a pointlike magnetization. Then
\begin{equation}
1+\Delta_k=(1+\chi_k)\frac{1+\varepsilon_k^a}{1+\varepsilon_k^b}.
\label{parts}
\end{equation}
The factor containing $\varepsilon$ gives anomalies of $-0.560\%$ and $-0.139\%$, with ratio $0.249$. It comes mainly from the magnetization radii, but $\varepsilon_k$ also depends on the charge radius through $C_k/I_k$, which is $1.2\%$ smaller in magnitude for isotope $a$ than for $b$. For a ball of rms radius $5$ fm in both isotopes this change offsets nearly $30\%$ of $\chi_k$. The charge parts are $\chi_s=-0.0646\%$ and $\chi_p=-0.0151\%$, with the smaller ratio $0.234$. Together they give $\eta=0.2474$ for this pair. The difference $\eta_0-\eta=0.0025$, multiplied by the slope $-0.0083$ from (\ref{slope}), changes $\Delta_s$ by $-0.002$ percentage points. This accounts for the extraction error.

For a single isotope the magnetization profile has little effect on the ratio. For isotope $a$, $\varepsilon_p/\varepsilon_s=0.2505$ with the uniform ball. If its magnetization is instead put on a shell of radius $4$ fm, the ratio is $0.2502$. Both lie within $0.3\%$ of $\eta_0$; shells at $7$ and $8$ fm lie $0.4\%$ and $0.6\%$ above it. What enters $\eta$, however, is the $p/s$ ratio of the difference $\varepsilon_k^a-\varepsilon_k^b$, which is more sensitive. At equal charge radius it is $0.252$ for shells at $7$ and $6.5$ fm, and $0.244$ for a ball and a shell of the same rms radius $5$ fm, about $1\%$ above and $2\%$ below $\eta_0$.

A second case is a pair that differs in charge radius alone. For a pointlike magnetization its ratio is $0.234$, and using $\eta_0$ multiplies the small anomaly by approximately $(1-0.234)/(1-0.250)=1.02$, an error of $2\%$. With an extended magnetization $\varepsilon_k$ changes with the charge radius too. For a ball of rms radius $5$ fm in both isotopes the ratio is $0.229$ and the error $3\%$. A more serious failure is possible when charge and magnetization contributions have opposite signs. Let $m_s$ be the magnetization part of $\Delta_s$, and let $\eta_m$ and $\eta_c$ be the $p/s$ ratios of the two parts. To first order,
\[
\eta=\frac{\eta_mm_s+\eta_c\chi_s}{m_s+\chi_s}.
\]
If $m_s+\chi_s$ nearly vanishes while $\eta_m\ne\eta_c$, this ratio can take any value. The differential anomaly remains well defined, but a fixed $\eta_0$ no longer yields a reliable relative value of $\Delta_s$.

The electronic ratio also belongs to the states used. For $3s$ and $3p_{1/2}$ the Dirac calculation gives $\eta_0=0.283$, which is $13\%$ above the $n=2$ value. Transferring $\eta_0$ between the two pairs of states would thus cost more than the uncertainty in the magnetization profile. In a many-electron atom, screening and core polarization alter the amplitudes as well, so $\eta$ must be calculated for the measured levels or calibrated with an isotope pair whose moments are known and whose charge and magnetization contributions stand in a similar proportion.
